# Antisymmetric nuclear shielding: gauge origin and resonance frequency, part 1

(Sections cited here and not found follow in the second part.)

## First half: the shielding tensor and the gauge origin

A molecule with a closed electron shell stands in a uniform magnetic field $\mathbf B$. One of its nuclei, N, sits at $\mathbf R$ and carries a magnetic moment $\boldsymbol\mu$. The electrons respond to the field, and the field that acts on the moment is

$$\mathbf B_{\rm loc}=(1-\sigma)\mathbf B .\qquad(1)$$

The shielding $\sigma$ is a $3\times3$ tensor. In $\sigma_{\alpha\beta}$ the first index belongs to the moment and the second to the external field. Nothing in this definition makes $\sigma$ symmetric. The problem is to find which part of the electronic response can carry an antisymmetric part, and what that part does to the resonance frequency.

The treatment is non-relativistic, with a point nucleus held fixed. The electrons have charge $-e$, mass $m$ and field-free Hamiltonian $H_0=\sum_i p_i^2/2m+V$, where $V$ depends on positions alone and includes the electron repulsion. The ground state $|0\rangle$ is a non-degenerate spin singlet with a real wave function.

### (a) Which terms of the energy give the shielding?

**Question.** Insert the vector potentials of the external field and of the nuclear moment in the Hamiltonian. Find all contributions to the energy that are linear in both $\boldsymbol\mu$ and $\mathbf B$, and read off $\sigma$.

**Solution.** By (1), the energy of the moment is $-\boldsymbol\mu\cdot\mathbf B_{\rm loc}=-\boldsymbol\mu\cdot\mathbf B+\sum_{\alpha\beta}\mu_\alpha\sigma_{\alpha\beta}B_\beta$. The first term is present without electrons. The second is the bilinear part of the electronic energy $E$, so

$$\sigma_{\alpha\beta}=\frac{\partial^2E}{\partial\mu_\alpha\,\partial B_\beta}\bigg|_{0}.\qquad(2)$$

Let $\mathbf r_N=\mathbf r-\mathbf R$ be the position of an electron relative to the nucleus, and $\mathbf r_O=\mathbf r-\mathbf R_O$ its position relative to a freely chosen point O, the gauge origin. The vector potentials are

$$\mathbf A_B=\tfrac12\mathbf B\times\mathbf r_O,\qquad \mathbf A_\mu=\frac{\mu_0}{4\pi}\frac{\boldsymbol\mu\times\mathbf r_N}{r_N^3}.$$

The curl of $\mathbf A_B$ is $\mathbf B$ for every choice of O, because moving O adds a constant vector. Both potentials have zero divergence, so $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$. With $\mathbf A=\mathbf A_B+\mathbf A_\mu$, the kinetic energy of one electron is therefore

$$\frac{(\mathbf p+e\mathbf A)^2}{2m}=\frac{p^2}{2m}+\frac em\mathbf A\cdot\mathbf p+\frac{e^2}{2m}A^2 .$$

The square $A^2$ contains the product $2\mathbf A_B\cdot\mathbf A_\mu$, which gives the bilinear operator

$$\frac{e^2}{m}\mathbf A_B\cdot\mathbf A_\mu=\frac{\mu_0e^2}{8\pi m}\,\frac{(\mathbf B\times\mathbf r_O)\cdot(\boldsymbol\mu\times\mathbf r_N)}{r_N^3}.$$

The identity $(\mathbf a\times\mathbf b)\cdot(\mathbf c\times\mathbf d)=(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf d)-(\mathbf a\cdot\mathbf d)(\mathbf b\cdot\mathbf c)$ turns the numerator into $(\mathbf B\cdot\boldsymbol\mu)(\mathbf r_O\cdot\mathbf r_N)-(\mathbf B\cdot\mathbf r_N)(\mathbf r_O\cdot\boldsymbol\mu)$. This operator is already of the required order, so its mean value in the unperturbed ground state suffices. Differentiation according to (2) gives the diamagnetic tensor

$$\sigma^d_{\alpha\beta}=K\Big\langle\sum_i\frac{\mathbf r_O\cdot\mathbf r_N\,\delta_{\alpha\beta}-r_{O\alpha}r_{N\beta}}{r_N^3}\Big\rangle,\qquad K=\frac{\mu_0e^2}{8\pi m}.\qquad(3)$$

The electron label on the coordinates inside the sum is left out. The constant $K$ is a length, $1.409$ fm.

The terms linear in $\mathbf A$ contribute in second order. A cyclic change in the triple product gives $(\mathbf B\times\mathbf r_O)\cdot\mathbf p=\mathbf B\cdot(\mathbf r_O\times\mathbf p)$, and likewise for $\boldsymbol\mu$. With $\mathbf L_O=\mathbf r_O\times\mathbf p$ and $\mathbf L_N=\mathbf r_N\times\mathbf p$,

$$h_B=\frac{e}{2m}\,\mathbf B\cdot\sum_i\mathbf L_O,\qquad h_\mu=\frac{\mu_0e}{4\pi m}\,\boldsymbol\mu\cdot\mathbf M,\qquad \mathbf M=\sum_i\frac{\mathbf L_N}{r_N^3}.$$

The second-order energy of $h=h_B+h_\mu$ is $-\sum_{n\ne0}|\langle n|h|0\rangle|^2/(E_n-E_0)$. Its cross terms contain one factor of $h_\mu$ and one of $h_B$. The product of the prefactors is $\mu_0e^2/(8\pi m^2)=K/m$, and (2) gives the paramagnetic tensor

$$\sigma^p_{\alpha\beta}=-\frac Km\sum_{n\neq0}\frac{\langle0|M_\alpha|n\rangle\langle n|\sum_iL_{O\beta}|0\rangle+\text{c.c.}}{E_n-E_0}.\qquad(4)$$

The electron spins add nothing. The coupling of the spins to $\mathbf B$ is proportional to the total spin, which gives zero when it acts on a singlet. The coupling of the spins to $\boldsymbol\mu$ is linear in the electron spin operators and has no matrix element between two singlets. The operator $h_B$ leads from $|0\rangle$ to singlets alone, so the product of these two couplings vanishes as well. Hence $\sigma=\sigma^d+\sigma^p$.

### (b) What is the symmetry of the diamagnetic tensor for O at the nucleus?

**Question.** Put the gauge origin at N. Compare $\sigma^d_{\alpha\beta}$ with $\sigma^d_{\beta\alpha}$, and find a scalar quantity from which the tensor follows by differentiation. What does this say about the antisymmetric part of the whole shielding?

**Solution.** For $\mathbf R_O=\mathbf R$ the vectors $\mathbf r_O$ and $\mathbf r_N$ coincide. Writing $\mathbf r$ for both in this part, (3) becomes

$$\sigma^d_{\alpha\beta}=K\Big\langle\sum_i\frac{r^2\delta_{\alpha\beta}-r_\alpha r_\beta}{r^3}\Big\rangle .\qquad(5)$$

The product $r_\alpha r_\beta$ does not change when the indices are exchanged, and neither does $\delta_{\alpha\beta}$. The diamagnetic tensor is symmetric, whatever the electron density.

The first derivative of the distance is $\partial_\alpha r=r_\alpha/r$. A second derivative gives

$$\partial_\beta\frac{r_\alpha}{r}=\frac{\delta_{\alpha\beta}}{r}-\frac{r_\alpha r_\beta}{r^3},$$

which is the kernel of (5). A derivative with respect to the nuclear position has the opposite sign from one with respect to the electron position, and two such signs cancel. Therefore

$$\sigma^d_{\alpha\beta}=K\,\frac{\partial^2}{\partial R_\alpha\,\partial R_\beta}\Big\langle\sum_i|\mathbf r_i-\mathbf R|\Big\rangle_{\text{fixed density}}.\qquad(6)$$

The density must be held fixed here: the nucleus is moved as a probe, while the electrons stay where they are. The kernel grows as $1/r$ near the nucleus, which is integrable in three dimensions, so the mean value exists. Equation (6) shows the symmetry again, as the equality of mixed second derivatives. It was tested by finite differences of the mean distance in the model of part (e).

For a unit vector $\mathbf u$, the diagonal element $\mathbf u\cdot\sigma^d\mathbf u$ is $K$ times the mean of $\sum_i[1-(\mathbf u\cdot\mathbf r/r)^2]/r$, which is not negative. With this origin the diamagnetic term thus reduces the field component along $\mathbf B$.

Now split the whole shielding into $\sigma^s=(\sigma+\sigma^T)/2$ and $\sigma^a=(\sigma-\sigma^T)/2$. The diamagnetic term drops out of the second combination:

$$\sigma^a=\tfrac12\big(\sigma^p-\sigma^{p\,T}\big)\qquad\text{for O at N}.\qquad(7)$$

In this gauge the entire antisymmetric shielding is paramagnetic.

### (c) Can the paramagnetic tensor be asymmetric?

**Question.** Does exchange of indices leave (4) unchanged when O is at N? How do mirror planes through the nucleus restrict an antisymmetric part?

**Solution.** Exchange of the indices in (4) replaces the pair of operators $(M_\alpha,\sum_iL_{N\beta})$ by $(M_\beta,\sum_iL_{N\alpha})$. The operator $\mathbf M$ contains the factor $1/r_N^3$ and weights the region near the nucleus. The total angular momentum has no such weight. Since the two operators are different, the exchange is not a symmetry of the formula. Taking the complex conjugate does not help, because it reverses the order of the matrix elements without moving an index from one operator to the other. This argument permits an antisymmetric part but does not prove that one occurs. Part (e) supplies a case where it does.

An antisymmetric tensor has three independent elements, which can be collected in a vector $\mathbf a$:

$$\sigma^a\mathbf n=\mathbf a\times\mathbf n\ \text{ for every }\mathbf n,\qquad a_z=\tfrac12(\sigma_{yx}-\sigma_{xy}),\ \text{and cyclic}.\qquad(8)$$

To verify the sign, take $\mathbf n$ along $x$. The $y$ component of $\mathbf a\times\mathbf n$ is then $a_z$, and that of $\sigma^a\mathbf n$ is $\sigma^a_{yx}=(\sigma_{yx}-\sigma_{xy})/2$.

Suppose that $z\to-z$ is a mirror operation of the molecule that leaves N in place. Magnetic fields and moments are axial vectors: this reflection keeps their $z$ components and reverses their $x$ and $y$ components. The energy $\sum\mu_\alpha\sigma_{\alpha\beta}B_\beta$ must not change, so elements with a single index $z$ vanish. The element pair $\sigma_{xy},\sigma_{yx}$ may survive, and $\mathbf a$ is perpendicular to the mirror plane. If $y\to-y$ is a second mirror operation through N, elements with a single index $y$ vanish too, and then $\mathbf a=0$. A nucleus with two perpendicular mirror planes therefore has no antisymmetric shielding. A nucleus with one mirror plane may have it.

### (d) What changes when the gauge origin is moved?

**Question.** Let the origin be displaced from the nucleus and define $\mathbf d=\mathbf R-\mathbf R_O$. Find the changes of $\sigma^d$ and of $\sigma^p$ relative to O at N. Does the statement (7) survive?

**Solution.** Since $\mathbf r_O=\mathbf r_N+\mathbf d$, the diamagnetic tensor (3) gains the terms that contain $\mathbf d$. Define

$$\mathbf F=\Big\langle\sum_i\frac{\mathbf r_N}{r_N^3}\Big\rangle .$$

The electric field of the electrons at the nucleus is $e\mathbf F/(4\pi\epsilon_0)$: a charge $-e$ at $\mathbf r$ produces at $\mathbf R$ a field along $-(\mathbf R-\mathbf r)=\mathbf r_N$. The change is

$$\Delta\sigma^d_{\alpha\beta}=K\big(\mathbf d\cdot\mathbf F\,\delta_{\alpha\beta}-d_\alpha F_\beta\big).\qquad(9)$$

The second term is not symmetric in general. By (8), its antisymmetric part has $\Delta a^d_z=\tfrac12K(-d_yF_x+d_xF_y)$. The other components follow cyclically, so

$$\Delta\mathbf a^d=\tfrac12K\,\mathbf d\times\mathbf F.\qquad(10)$$

The diamagnetic tensor stays symmetric if $\mathbf d$ is parallel to $\mathbf F$ or if $\mathbf F=0$, as in a free closed-shell atom. In other cases it acquires an antisymmetric part that comes from the choice of O.

For the paramagnetic tensor, $\sum_i\mathbf L_O=\sum_i\mathbf L_N+\mathbf d\times\mathbf P$ with the total momentum $\mathbf P=\sum_i\mathbf p_i$. Let $\mathbf D=\sum_i\mathbf r_i$. Because $V$ commutes with positions, $[H_0,\mathbf D]=-i\hbar\mathbf P/m$. Its matrix element between $\langle n|$ and $|0\rangle$ is $(E_n-E_0)\langle n|\mathbf D|0\rangle=-(i\hbar/m)\langle n|\mathbf P|0\rangle$, or

$$\langle n|\mathbf P|0\rangle=\frac{im}{\hbar}(E_n-E_0)\langle n|\mathbf D|0\rangle .$$

The energy denominator in (4) cancels. The term $n=0$ can be added to the sum, because $M_\alpha$ is an imaginary Hermitian operator and has zero mean value in a real state. Closure, $\sum_n|n\rangle\langle n|=1$, then gives

$$\Delta\sigma^p_{\alpha\beta}=-\frac{iK}{\hbar}\big\langle M_\alpha(\mathbf d\times\mathbf D)_\beta-(\mathbf d\times\mathbf D)_\beta M_\alpha\big\rangle .$$

The minus sign inside arises because complex conjugation changes $i$ into $-i$ and reverses the operator order. The mean value is that of a commutator, in which different electrons do not mix. For one electron $[L_{N\alpha},r_\delta]=i\hbar\sum_\kappa\epsilon_{\alpha\delta\kappa}r_{N\kappa}$, and $1/r_N^3$ commutes with positions. With $(\mathbf d\times\mathbf D)_\beta=\sum_{\gamma\delta}\epsilon_{\beta\gamma\delta}d_\gamma D_\delta$ and $-i\cdot i=1$,

$$\Delta\sigma^p_{\alpha\beta}=K\sum_{\gamma\delta\kappa}\epsilon_{\beta\gamma\delta}\epsilon_{\alpha\delta\kappa}\,d_\gamma F_\kappa .$$

Cyclic changes give $\epsilon_{\beta\gamma\delta}=\epsilon_{\delta\beta\gamma}$ and $\epsilon_{\alpha\delta\kappa}=\epsilon_{\delta\kappa\alpha}$. The sum of their product over $\delta$ is $\delta_{\beta\kappa}\delta_{\gamma\alpha}-\delta_{\beta\alpha}\delta_{\gamma\kappa}$. Hence

$$\Delta\sigma^p_{\alpha\beta}=K\big(d_\alpha F_\beta-\mathbf d\cdot\mathbf F\,\delta_{\alpha\beta}\big)=-\Delta\sigma^d_{\alpha\beta}.\qquad(11)$$

The total shielding does not depend on the origin, as a measurable quantity must not. Its division into two terms does. Statement (7) is therefore a statement about the gauge with O at N. For another origin, the diamagnetic term may have an antisymmetric part, which can be larger than that of the total, and the paramagnetic term changes by the opposite amount.

The proof of (11) uses closure and a potential that commutes with positions. If the sum over states is cut off, or if the model contains a potential that does not commute with positions, this proof no longer applies, and the computed total may depend on O. The expression (5) is symmetric in either case. However, a potential that contains the momentum also contains the vector potential when a field is present, and this can add bilinear terms that are not in (5).

## Second half: a solvable case and the resonance frequency

The following is taken from the first half. The local field at the nucleus N, at $\mathbf R$, is $(1-\sigma)\mathbf B$, with $\sigma=\sigma^d+\sigma^p$ and $K=\mu_0e^2/(8\pi m)$. The vectors $\mathbf r_N$ and $\mathbf r_O$ are electron positions relative to N and to the gauge origin O, and $\mathbf d=\mathbf R-\mathbf R_O$. The symmetric part of $\sigma$ is $\sigma^s$. The antisymmetric part acts as $\sigma^a\mathbf n=\mathbf a\times\mathbf n$, with $a_z=(\sigma_{yx}-\sigma_{xy})/2$. For O at N, $\sigma^d$ is symmetric. For another origin it gains the antisymmetric vector $\tfrac12K\,\mathbf d\times\mathbf F$, where $\mathbf F=\langle\sum_i\mathbf r_N/r_N^3\rangle$, and $\sigma^p$ compensates this change.

### (e) A model with antisymmetric shielding

With the gauge origin at the nucleus, any antisymmetric shielding is entirely paramagnetic; moving the origin changes the two terms by opposite amounts and leaves the total unchanged. It remains to show in a solvable model that an antisymmetric part does occur, and to find what it does to the resonance frequency.
